# Backscattering and the Saturation Current of a Short Transistor Channel: a program that tests the result

```python
# Result under test: a channel with backscattering mean free path lam has
# transmission T = lam/(lam + ell), ell = integral of exp(-D(x)/kT) over the
# channel, where D(x) is the fall of potential energy from the barrier top.
# At fixed charge at the top, the nondegenerate saturation current divided by
# its ballistic limit is T/(2 - T).
# Symbols: L channel length (nm), lam (nm), ell (nm), drop = D(L)/kT,
# R = 1 - T, v_T thermal injection velocity, n sheet density at the top.
# Model potential: D(x) = D(L)*(x/L)**2. Energies are in kT unless named.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

L, lam, ell_sat = 30.0, 10.0, 5.0
temperature, mass_ratio, valleys = 300.0, 0.19, 2
density_cm2 = 1e12
q, hbar = const.e, const.hbar
mass = mass_ratio * const.m_e
kT = const.k * temperature
kT_eV = kT / q
rng = np.random.default_rng(12345)


def backscatter_length(drop):
    return quad(lambda x: np.exp(-drop * (x / L) ** 2), 0, L, epsabs=1e-11)[0]


def transmission(length):
    return lam / (lam + length)


T_low, T_sat = transmission(L), transmission(ell_sat)
R_sat = 1 - T_sat
ratio_sat = T_sat / (2 - T_sat)
drop_sat = brentq(lambda d: backscatter_length(d) - ell_sat, 1, 100)
V_sat = drop_sat * kT_eV


def follow_carriers(drop, thermalise, count=400000):
    """Follow single carriers; return T, the current ratio to the ballistic
    limit at equal charge, and the x-energies of carriers back at the source."""
    x = np.zeros(count)
    forward = np.ones(count, dtype=bool)
    ex = rng.exponential(size=count)               # x-energy of a thermal flux
    total = ex + rng.gamma(0.5, size=count)        # adds the sideways energy
    injected = ex.copy()
    returned = []
    while x.size:
        path = rng.exponential(lam / 2, size=x.size)
        above_top = ex - drop * (x / L) ** 2
        turn = np.zeros(x.size)
        if drop > 0:
            turn = L * np.sqrt(np.maximum(-above_top, 0) / drop)
        can_leave = ~forward & (above_top >= 0)
        turns_round = ~forward & ~can_leave & (path > x - turn)
        end = np.where(forward, x + path, x - path)
        end = np.where(turns_round, 2 * turn - x + path, end)
        at_source = can_leave & (end < 0)
        returned.append(above_top[at_source])
        keep = ~at_source & (end < L)
        x, total = end[keep], total[keep]
        forward = rng.random(x.size) < 0.5
        if thermalise:
            ex = rng.exponential(size=x.size)
        else:                                      # elastic, new direction only
            kinetic = total + drop * (x / L) ** 2
            ex = kinetic * (1 - rng.random(x.size) ** 2)
    back = np.concatenate(returned)
    T = 1 - back.size / count
    charge_in = np.sum(injected ** -0.5)
    charge_back = np.sum(back ** -0.5)
    return T, T * charge_in / (charge_in + charge_back), back


T_low_mc, _, _ = follow_carriers(0.0, True)
T_sat_mc, ratio_mc, back_energy = follow_carriers(drop_sat, True)
assert abs(T_low_mc - T_low) < 0.004               # about five standard errors
assert abs(T_sat_mc - T_sat) < 0.004
assert abs(ratio_mc - ratio_sat) < 0.01            # 1/v has a slow-carrier tail
assert abs(back_energy.mean() - 1) < 0.015         # returning stream is thermal
assert abs((back_energy ** 2).mean() - 2) < 0.08


def mean_speed_from_fluxes(drop, path):
    """Integrate both flux equations with source and drain injecting; return
    current over charge at the top, in units of v_T."""
    def slope(x, y):
        a, b = y
        common = (b - a) / path
        turning = 2 * drop * x / L ** 2 * b
        return [common + turning, common + turning]
    ends = [solve_ivp(slope, (L, 0), start, rtol=1e-9, atol=1e-12).y[:, -1]
            for start in ([1.0, 0.0], [0.0, 1.0])]
    a_drain = (1 - ends[1][0]) / ends[0][0]
    a_top = a_drain * ends[0][0] + ends[1][0]
    b_top = a_drain * ends[0][1] + ends[1][1]
    return (a_drain - 1) / (a_top + b_top)


bias_table = []
for volts in (0.001, 0.05, V_sat):
    drop = volts / kT_eV
    T = transmission(backscatter_length(drop))
    e = np.exp(-drop)
    from_formula = T * (1 + e) / (2 - T + T * e)
    from_fluxes = (mean_speed_from_fluxes(drop, lam)
                   / mean_speed_from_fluxes(drop, 1e9))
    assert abs(from_formula - from_fluxes) < 1e-5
    bias_table.append((volts, T, from_fluxes))

# Thermal velocity and the mobility that belongs to lam
v_T = np.sqrt(2 * kT / (np.pi * mass))
v_unit = np.sqrt(kT / mass)


def injection_velocity(eta):
    """Mean x-velocity of the forward half of a two-dimensional Fermi gas."""
    top = max(eta, 0) + 40
    flux = quad(lambda s: np.sqrt(2 * s) / (1 + np.exp(s - eta)), 0, top,
                limit=200)[0]
    return v_unit * 2 / np.pi * flux / np.log1p(np.exp(eta))


assert abs(injection_velocity(-12.0) / v_T - 1) < 1e-4
# diffusion constant = average of v^2 * (time between collisions)
diffusion = 2 * quad(lambda u: (u * v_unit) ** 2 * (lam * 1e-9 / 2)
                     / (u * v_unit) * np.exp(-u * u / 2)
                     / np.sqrt(2 * np.pi), 0, 12)[0]
mobility = diffusion / (kT / q) * 1e4
assert abs(diffusion / (v_T * lam * 1e-9 / 2) - 1) < 1e-6

# Current per width: 1 A/m equals 1 uA/um
I_ballistic = q * density_cm2 * 1e4 * v_T
I_sat = I_ballistic * ratio_sat
n_forward = density_cm2 / (1 + R_sat)
n_backward = density_cm2 - n_forward

# Neglected effects
T_elastic, ratio_elastic, _ = follow_carriers(drop_sat, False)
assert T_low < T_elastic < T_sat
N_2D = valleys * mass * kT / (np.pi * hbar ** 2) * 1e-4


def degenerate_case(n):
    etas = [np.log(np.expm1(2 * n / (N_2D * (1 + R)))) for R in (R_sat, 0.0)]
    v_scattered, v_ballistic = [injection_velocity(eta) for eta in etas]
    return v_ballistic, ratio_sat * v_scattered / v_ballistic


assert abs(degenerate_case(1e10)[1] - ratio_sat) < 2e-3
degenerate = [(n, *degenerate_case(n)) for n in (1e12, 1e13)]

barrier_quantum = hbar * np.sqrt(2 * drop_sat * kT / mass) / (L * 1e-9) / kT
tunnel_factor = quad(lambda s: np.exp(-s) / (1 + np.exp(
    -2 * np.pi * s / barrier_quantum)), -12, 40, points=[0], limit=200)[0]
half = barrier_quantum / 2
assert abs(tunnel_factor - half / np.sin(half)) < 1e-5
ell_hot = backscatter_length(drop_sat * temperature / 400.0)
T_hot = transmission(ell_hot)

print(f"channel length L = {L:.0f} nm")
print(f"backscattering mean free path = {lam:.0f} nm")
print(f"saturation backscattering length = {ell_sat:.0f} nm")
print(f"temperature = {temperature:.0f} K, kT = {kT_eV*1e3:.2f} meV")
print(f"mass = {mass_ratio} electron masses, valleys = {valleys}")
print(f"sheet density at the top = {density_cm2:.1e} cm^-2")
print(f"low-bias transmission, formula = {T_low:.4f}")
print(f"low-bias transmission, Monte Carlo = {T_low_mc:.4f}")
print(f"saturation transmission, formula = {T_sat:.4f}")
print(f"saturation transmission, Monte Carlo = {T_sat_mc:.4f}")
print(f"saturation reflection R = {R_sat:.4f}")
print(f"current/ballistic at fixed charge, formula = {ratio_sat:.4f}")
print(f"current/ballistic at fixed charge, Monte Carlo = {ratio_mc:.4f}")
print(f"mean x-energy of returning carriers = {back_energy.mean():.3f} kT")
print(f"drain voltage giving this length = {V_sat:.3f} V")
print(f"potential drop over kT = {drop_sat:.2f}")
for volts, T, ratio in bias_table:
    print(f"drain {volts:.3f} V: T = {T:.4f}, current/ballistic = {ratio:.4f}")
print(f"thermal injection velocity = {v_T*100:.3e} cm/s")
print(f"mobility belonging to the mean free path = {mobility:.0f} cm2/Vs")
print(f"forward density = {n_forward:.3e} cm^-2")
print(f"backward density = {n_backward:.3e} cm^-2")
print(f"ballistic current per width = {I_ballistic:.1f} uA/um")
print(f"saturation current per width = {I_sat:.1f} uA/um")
print("neglected effects:")
print(f"elastic collisions only: T = {T_elastic:.3f}")
print(f"elastic collisions only: current/ballistic = {ratio_elastic:.3f}")
print(f"effective density of states = {N_2D:.2e} cm^-2")
for n, v, ratio in degenerate:
    print(f"degenerate, n = {n:.0e} cm^-2: ballistic v = {v*100:.3e} cm/s")
    print(f"degenerate, n = {n:.0e} cm^-2: current/ballistic = {ratio:.3f}")
print(f"barrier quantum hbar*omega = {barrier_quantum*kT_eV*1e3:.1f} meV")
print(f"tunnelling multiplies injected flux by {tunnel_factor:.3f}")
print(f"at 400 K: backscattering length = {ell_hot:.2f} nm")
print(f"at 400 K: T = {T_hot:.3f}, current/ballistic = {T_hot/(2-T_hot):.3f}")
print(f"drain injection factor exp(-qV/kT) = {np.exp(-drop_sat):.1e}")
print("no test failed")
```

Printed output:

```
channel length L = 30 nm
backscattering mean free path = 10 nm
saturation backscattering length = 5 nm
temperature = 300 K, kT = 25.85 meV
mass = 0.19 electron masses, valleys = 2
sheet density at the top = 1.0e+12 cm^-2
low-bias transmission, formula = 0.2500
low-bias transmission, Monte Carlo = 0.2489
saturation transmission, formula = 0.6667
saturation transmission, Monte Carlo = 0.6673
saturation reflection R = 0.3333
current/ballistic at fixed charge, formula = 0.5000
current/ballistic at fixed charge, Monte Carlo = 0.5009
mean x-energy of returning carriers = 1.001 kT
drain voltage giving this length = 0.731 V
potential drop over kT = 28.27
drain 0.001 V: T = 0.2524, current/ballistic = 0.2488
drain 0.050 V: T = 0.3549, current/ballistic = 0.2395
drain 0.731 V: T = 0.6667, current/ballistic = 0.5000
thermal injection velocity = 1.234e+07 cm/s
mobility belonging to the mean free path = 239 cm2/Vs
forward density = 7.500e+11 cm^-2
backward density = 2.500e+11 cm^-2
ballistic current per width = 197.8 uA/um
saturation current per width = 98.9 uA/um
neglected effects:
elastic collisions only: T = 0.430
elastic collisions only: current/ballistic = 0.282
effective density of states = 4.10e+12 cm^-2
degenerate, n = 1e+12 cm^-2: ballistic v = 1.324e+07 cm/s
degenerate, n = 1e+12 cm^-2: current/ballistic = 0.491
degenerate, n = 1e+13 cm^-2: ballistic v = 2.157e+07 cm/s
degenerate, n = 1e+13 cm^-2: current/ballistic = 0.448
barrier quantum hbar*omega = 25.5 meV
tunnelling multiplies injected flux by 1.042
at 400 K: backscattering length = 5.77 nm
at 400 K: T = 0.634, current/ballistic = 0.464
drain injection factor exp(-qV/kT) = 5.3e-13
no test failed
```
